Ideal streaming drift velocity in a two-dimensional channel, and its limits

**Question**

I have an exercise on high-field transport in a two-dimensional semiconductor channel. The optical-phonon energy is 48 meV and the effective mass is 0.5 electron masses. I am asked for the drift velocity in the "ideal streaming limit".

I set ½mv² equal to the phonon energy and found about 1.84 × 10⁷ cm/s. Is that the drift velocity? No electric field is given, and I don't see how a drift velocity can be found without one. I would also like to know whether the result describes a 100 nm channel at room temperature, with parameters like those of monolayer MoS₂.

**Answer**

Your number is the speed at the end of each acceleration. The drift velocity is the average over the whole acceleration, which is half of it. The field changes how long an acceleration lasts, but it cancels from the average.

**The ideal cycle**

Take a parabolic, isotropic band, E = p²/(2m), and a uniform field F. I count momentum and velocity as positive along the force eF. Ideal streaming makes two assumptions: nothing scatters the carrier below the phonon energy E₀, and on reaching E₀ it emits a phonon at once. It then has no kinetic energy left and starts again from rest.

The threshold momentum and speed follow from p₀²/(2m) = E₀:

p₀ = √(2mE₀), v₀ = p₀/m = √(2E₀/m)

Since dp/dt = eF, one cycle lasts

T = p₀/(eF)

During the cycle the field does work E₀, so the carrier travels a distance L with eFL = E₀. The drift velocity is distance over time:

v_s = L/T = [E₀/(eF)] · [eF/p₀] = E₀/p₀

A stronger field shortens L and T by the same factor, which is why none was given. For the parabolic band, E₀ = p₀²/(2m), hence

v_s = p₀/(2m) = v₀/2 = √(E₀/(2m))

With E₀ = 7.690 × 10⁻²¹ J and m = 4.555 × 10⁻³¹ kg,

v_s = √(7.690 × 10⁻²¹ / 9.109 × 10⁻³¹) m/s = 9.19 × 10⁴ m/s

**v_s ≈ 9.2 × 10⁶ cm/s**

Integrating the motion in small time steps gives 9.19 × 10⁶ cm/s at both 0.02 and 0.05 MV/cm. Because p grows uniformly in time, the mean energy is the average of E₀(p/p₀)², which is E₀/3 = 16 meV.

**If emission takes time**

Keep the lattice cold, but let a carrier above E₀ emit at a finite rate W. I take W constant, as for a constant coupling and the constant density of states of a parabolic two-dimensional band, and let the carrier leave in a random direction. Define g = WT and assume g ≫ 1.

The mean wait above threshold is 1/W = T/g. During a wait t the carrier gains extra momentum q = eFt, whose mean is p₀/g. To leading order its energy after emission is

ε = [(p₀ + q)² − p₀²]/(2m) ≈ p₀q/m

The remaining momentum squared is 2mε ≈ 2p₀q. Its direction is random, so ⟨pₓ⟩ = 0 and ⟨p_y²⟩ is half the mean of 2p₀q, which is p₀²/g. The next flight must supply the momentum

√(p₀² − p_y²) − pₓ ≈ p₀ − p_y²/(2p₀) − pₓ

whose mean is p₀[1 − 1/(2g)]. Adding the wait gives the mean cycle time

⟨τ⟩ = T[1 − 1/(2g) + 1/g] = T[1 + 1/(2g)]

In the steady state the field still supplies E₀ per cycle, so eFv⟨τ⟩ = E₀ and

v ≈ v_s[1 − 1/(2g)]

A simulation of many cycles gives v/v_s = 0.9918 at g = 60, where the formula gives 0.9917. The ideal limit is therefore approached from below as g grows.

**What a room-temperature lattice does**

At 300 K, kT = 25.85 meV, and the phonon occupation is

N = 1/[exp(48/25.85) − 1] = 0.185

Emission above E₀ now has the rate W(N + 1), and absorption has the rate WN at every energy. Let elastic acoustic scattering have the rate A. I choose the round values W = 3 × 10¹³ s⁻¹ and A = 5 × 10¹² s⁻¹, with all scattering isotropic. Streaming then requires

(WN + A)T ≪ 1 ≪ W(N + 1)T

The left side is the expected number of interruptions during one ideal period. At 0.02 MV/cm, T = 261 fs, and the two numbers are 2.8 and 9.3. At 0.05 MV/cm they are 1.1 and 3.7. Changing F changes both in proportion to T, so their ratio stays at 3.4. With these rates no field satisfies both conditions well.

A Monte Carlo calculation shows the effect on the drift velocity. Each row holds the field fixed and adds processes from left to right; velocities are in 10⁶ cm/s.

| F (MV/cm) | cold, emission only | 300 K phonons | plus acoustic |
|---|---|---|---|
| 0.01 | 8.93 | 2.78 | 1.86 |
| 0.02 | 8.87 | 4.28 | 3.24 |
| 0.05 | 9.75 | 6.64 | 5.71 |

The column for 300 K phonons includes both absorption and the increase of the emission rate from W to W(N + 1). Added in this order, the warm optical phonons account for the larger part of the reduction at all three fields. The share assigned to each process depends on the order. Acoustic scattering added first, to the cold lattice, gives about 4.3, 5.9 and 8.1, and it then accounts for the larger part of the reduction at 0.01 and 0.02 MV/cm.

The cold value at 0.05 MV/cm is 6% above v_s, so v_s is not an upper bound. Here g is about 3, too small for the expansion above, and carriers penetrate well beyond E₀. In the cold model the velocity rises further as F approaches about 0.11 MV/cm, beyond which there is no steady state. The limit below is derived for the true steady state and was not simulated. Close to that field the steady state is reached only very slowly, for the reason given in the section on higher fields. As F tends to that value, the fraction of carriers above E₀ tends to one, and two balances give the limiting velocity. Isotropic emission removes momentum at the rate W, so eF = mWv. Energy balance gives eFv = WE₀. Eliminating F,

mWv² = WE₀, so v = √(E₀/m) = √2 v_s

**The low-field limit**

At weak field the velocity should be proportional to F. For a thermal distribution f₀ ∝ exp(−E/kT), the linear Boltzmann equation is

eF ∂f₀/∂pₓ = −f₁/τ

Since ∂f₀/∂pₓ = −vₓf₀/kT, the change in the distribution is f₁ = eFτvₓf₀/kT. In two dimensions the angular average of vₓ² is E/m. With x = E/kT and a constant density of states,

μ = v/F = (e/m) ∫₀^∞ x τ(x) e⁻ˣ dx

Isotropic scattering makes τ the inverse of the total scattering rate. It is 1/(WN + A) = 94.8 fs below E₀ and 1/[W(2N + 1) + A] = 21.7 fs above. The threshold is x₀ = 48/25.85 = 1.857, and the weight above it is (1 + x₀)exp(−x₀) = 0.446. The average is

0.554 × 94.8 fs + 0.446 × 21.7 fs = 62.2 fs

which gives μ = 219 cm²/Vs. At 0.01 MV/cm, or 10⁴ V/cm, this predicts 2.2 × 10⁶ cm/s, much closer to the simulated 1.86 × 10⁶ than v_s is. At this field the full model, with warm phonons and acoustic scattering, is nearer to ohmic conduction than to streaming.

The formula has a condition of its own. Elastic collisions and phonons of a single energy leave E unchanged modulo E₀, so they cannot fully restore a thermal distribution. At 0.003 MV/cm the simulated mobility is 202 cm²/Vs. The shortfall does not vanish at weaker field: as F → 0 this model tends to about 206 cm²/Vs, not 219. If acoustic events keep the same rate but redraw the energy thermally, it is 213 cm²/Vs, within 3% of the formula.

**Why the constant-rate model fails at higher field**

For very hot carriers at 300 K, the momentum-loss rate is G = W(2N + 1) + A, so v = eF/(mG). The field supplies power eFv = e²F²/(mG). The net power given to phonons is

W(N + 1)E₀ − WNE₀ = WE₀

These are equal at

F_r = √(mGWE₀)/e = 0.137 MV/cm

Above F_r the hot carriers gain energy faster than they lose it. At 2F_r the gain is 4WE₀ and the loss WE₀, so the mean energy should grow at 3WE₀; the simulation agrees within its sampling error, which is about 1% for 10,000 carriers. The model misbehaves well before F_r. For hot carriers the mean energy change per collision is constant while its variance grows in proportion to E, so the steady distribution falls off only as E^(−(F_r/F)²). It can be normalized below F_r, but the mean energy already diverges above F_r/√2, about 0.097 MV/cm (0.078 MV/cm in the cold model). This runaway belongs to the constant-rate model and is not a breakdown field of the material.

**Reading the result for a real channel**

The values 48 meV and 0.5 are roughly those of electrons in monolayer MoS₂; W and A are round model values. The resulting mobility, about 200 cm²/Vs, follows from those choices and includes no scattering by impurities or the substrate, which would lower it. The assumption that fails most clearly is collision-free flight below E₀: at 0.05 MV/cm, the warm model reduces the ideal 9.2 × 10⁶ to 5.7 × 10⁶ cm/s. That figure is not a saturation velocity: the warm model keeps rising with field, from about 4.2 × 10⁶ cm/s at 0.03 MV/cm to 7.4 × 10⁶ at 0.08 MV/cm. Impurities, substrate phonons, heated phonons, self-heating and energy-dependent coupling are still left out. So are intervalley zone-edge phonons of roughly 30 meV, which can be emitted below 48 meV even in a cold lattice (an ideal cycle ending at 30 meV gives 7.3 × 10⁶ cm/s), and the forward-peaked character of polar-optical scattering.

The other corrections can be sized as follows.

- **Channel length.** A uniform 0.05 MV/cm across 100 nm needs 0.5 V. The ideal cycle length is 9.6 nm, so about ten cycles fit. At 0.01 MV/cm it is 48 nm and only about two fit, too few for an average over many ideal cycles.

- **Band shape.** The relation v_s = E₀/p₀ used only the work done and the momentum gained, so it holds for other dispersions too. For E(1 + αE) = p²/(2m), p₀ grows by √(1 + αE₀). With a rough α of 1 per eV, v_s falls by 2.3%, to 8.98 × 10⁶ cm/s.

- **Mass.** A mass 10% smaller or larger along the field gives 9.7 or 8.8 × 10⁶ cm/s.

- **Carrier density.** Emission needs an empty state near the band bottom. With two spins and two valleys, the equilibrium occupation there at 300 K is 0.09 at 10¹² cm⁻² and 0.60 at 10¹³ cm⁻². At the higher density, final-state blocking cannot be ignored.

- **Higher energies.** At 0.05 MV/cm the warm model puts about 2% of carriers above 0.2 eV, a rough upper-valley separation. That separation is uncertain and the fraction is sensitive to it: about 10% lie above 0.1 eV and 0.5% above 0.3 eV. A rough gap of 1.8 eV is 37.5 times E₀, so impact ionization is remote in ideal streaming.

For your exercise, then, the answer is 9.2 × 10⁶ cm/s. For the room-temperature channel, it is a reference value that the actual scattering rates must justify. The remaining figures are in the numerical output below.

Values computed for the example and the checks

```
phonon energy: 48.0 meV; mass: 0.5 m_e
temperature: 300 K; kT: 25.85 meV
coupling rate W: 3.0e+13 1/s; acoustic rate A: 5.0e+12 1/s
phonon occupation N: 0.1851
threshold momentum p0: 8.3699e-26 kg m/s
threshold speed v0: 1.8376e+07 cm/s
IDEAL STREAMING VELOCITY: 9.1882e+06 cm/s
ideal mean energy E0/3: 16.00 meV
time stepping, 0.02 MV/cm: 9.190e+06 cm/s, mean energy 16.01 meV
time stepping, 0.05 MV/cm: 9.190e+06 cm/s, mean energy 16.02 meV
cold cycles, W T = 60: v/v_s = 0.99183; first order 0.99167
cold cycles, W T = 120: v/v_s = 0.99596; first order 0.99583
0.01 MV/cm: period 522.4 fs, cycle length 48.00 nm
  events per period below threshold 5.51; emission rate times period 18.57
  emission only: 8.93e+06 cm/s, v/v_s = 0.972
  plus absorption: 2.78e+06 cm/s, v/v_s = 0.303
  plus acoustic: 1.86e+06 cm/s, v/v_s = 0.202
0.02 MV/cm: period 261.2 fs, cycle length 24.00 nm
  events per period below threshold 2.76; emission rate times period 9.29
  emission only: 8.87e+06 cm/s, v/v_s = 0.966
  plus absorption: 4.28e+06 cm/s, v/v_s = 0.465
  plus acoustic: 3.24e+06 cm/s, v/v_s = 0.352
0.05 MV/cm: period 104.5 fs, cycle length 9.60 nm
  events per period below threshold 1.10; emission rate times period 3.71
  emission only: 9.75e+06 cm/s, v/v_s = 1.061
  plus absorption: 6.64e+06 cm/s, v/v_s = 0.722
  plus acoustic: 5.71e+06 cm/s, v/v_s = 0.621
0.05 MV/cm, full model: fraction above E0 0.323
0.05 MV/cm, full model: fraction above 0.2 eV 1.8e-02
100 nm channel at 0.05 MV/cm: voltage 0.50 V, ideal cycles 10.4
thermal mobility, quadrature: 219 cm2/Vs
thermalized ensemble at 0.003 MV/cm: 213 cm2/Vs
elastic-acoustic ensemble at 0.003 MV/cm: 202 cm2/Vs
runaway field of constant-rate model: 0.137 MV/cm
energy growth at twice that field / prediction: 0.999
nonparabolic factor (1 per eV): 0.9768, velocity 8.975e+06 cm/s
mass along field times 0.9: 9.685e+06 cm/s
mass along field times 1.1: 8.761e+06 cm/s
band-bottom occupation at 1e+12 cm^-2: 0.088
band-bottom occupation at 1e+13 cm^-2: 0.604
rough 1.8 eV gap / phonon energy: 37.5
```
